# Occupied KI Hamiltonian: projector shifts, rigid band shifts and changed bandwidths: verification in Python

```python
"""
Result under test: for filled orbitals phi_i the KI Hamiltonian is
    H = h + sum_i lambda_i |phi_i><phi_i|,   lambda_i = alpha * Delta_i,
    Delta_i = E[rho] - E[rho - n_i] - sum_x v[rho](x) n_i(x).
h: self-consistent base Hamiltonian; E, v: Hartree-exchange-correlation
energy and potential; rho: total density; n_i = |phi_i|^2; alpha: screening.
Equal lambda_i shift all filled bands rigidly; unequal ones can change widths.
Model: ring of cells with four sites (two bonds), one spin channel, energies
in eV, two filled bands. E = 1/2 n K n - C sum n^(4/3).
"""
import numpy as np

U_SITE, V_NEXT, C_XC = 6.0, 1.0, 2.0
T_BOND, T_LINK, POLAR = 1.5, 0.6, 4.0
ALPHA = 0.6
CELLS = 12
# Quadrature for s in [0, 1] with s = u^3: the points crowd near s = 0, where
# the density left on a bond is small and its fractional powers vary steeply.
u, gauss = np.polynomial.legendre.leggauss(80)
u, gauss = (u + 1) / 2, gauss / 2
nodes, weights = u ** 3, 3 * u ** 2 * gauss


class Chain:
    """Self-consistent base calculation and projected Wannier functions."""

    def __init__(self, site_energies, cells):
        self.cells, self.filled = cells, 2 * cells
        size = 4 * cells
        self.bare = np.diag(np.tile(site_energies, cells)).astype(float)
        self.kernel = U_SITE * np.eye(size)
        for x in range(size):
            y = (x + 1) % size
            hop = T_BOND if x % 2 == 0 else T_LINK
            self.bare[x, y] = self.bare[y, x] = -hop
            self.kernel[x, y] = self.kernel[y, x] = V_NEXT
        rho = np.full(size, 0.5)
        for _ in range(3000):
            levels, vectors = np.linalg.eigh(self.bare + np.diag(self.v(rho)))
            new = np.sum(vectors[:, :self.filled] ** 2, axis=1)
            new = np.tile(new.reshape(cells, 4).mean(axis=0), cells)
            change = np.max(np.abs(new - rho))
            if change < 1e-12:
                break
            rho = rho + 0.25 * (new - rho)
        assert change < 1e-12, "self-consistency not reached"
        self.rho = rho
        self.h = self.bare + np.diag(self.v(rho))
        self.levels, vectors = np.linalg.eigh(self.h)
        occupied = vectors[:, :self.filled]
        trial = np.zeros((size, self.filled))
        for b in range(self.filled):
            trial[2 * b:2 * b + 2, b] = np.sqrt(0.5)
        projected = occupied @ (occupied.T @ trial)
        s, q = np.linalg.eigh(trial.T @ projected)
        self.wannier = projected @ (q / np.sqrt(s)) @ q.T
        self.delta = np.array([self.shift(w ** 2) for w in self.wannier.T])
        self.lam = ALPHA * self.delta

    def v(self, n):
        return n @ self.kernel - 4 / 3 * C_XC * np.cbrt(n)

    def energy(self, n):
        return 0.5 * n @ self.kernel @ n - C_XC * np.sum(np.cbrt(n) ** 4)

    def shift(self, n):
        return (self.energy(self.rho) - self.energy(self.rho - n)
                - self.v(self.rho) @ n)

    def base_total(self, orbitals):
        return (np.sum(orbitals * (self.bare @ orbitals))
                + self.energy(np.sum(orbitals ** 2, axis=1)))

    def ki_total(self, orbitals):
        """KI energy from its defining occupation integrals."""
        dens = orbitals ** 2
        rho = dens.sum(axis=1)
        total = self.base_total(orbitals)
        for d in dens.T:
            f = d.sum()
            n, rest = d / f, rho - d

            def integral(top):
                path = rest + np.outer(top * nodes, n)
                return top * weights @ (self.v(path) @ n)
            total += ALPHA * (f * integral(1.0) - integral(f))
        return total

    def ki_levels(self, scale=1.0):
        w = self.wannier
        ham = self.h + scale * (w * self.lam) @ w.T
        return np.linalg.eigvalsh(ham)[:self.filled]

    def bloch_blocks(self):
        block = (self.wannier.T @ self.h @ self.wannier)
        block = block.reshape(self.cells, 2, self.cells, 2)[0]
        ks = 2 * np.pi * np.arange(self.cells) / self.cells
        phases = np.exp(1j * np.outer(ks, np.arange(self.cells)))
        return np.einsum("kr,arb->kab", phases, block)


def check_projector_form(chain):
    w, step = chain.wannier, 1e-4
    formula = w.T @ chain.h @ w + np.diag(chain.lam)
    worst = 0.0
    for j in (0, 1):
        for i in range(chain.filled):
            plus, minus = w.copy(), w.copy()
            plus[:, j] += step * w[:, i]
            minus[:, j] -= step * w[:, i]
            slope = (chain.ki_total(plus) - chain.ki_total(minus)) / (4 * step)
            worst = max(worst, abs(slope - formula[i, j]))
    assert worst < 1e-5, worst    # finite-difference truncation
    return worst


def check_meaning_of_shift(chain):
    removals, left_over = [], []
    for j in (0, 1):
        w = chain.wannier[:, j]
        n = w ** 2
        removal = (chain.base_total(chain.wannier)
                   - chain.base_total(np.delete(chain.wannier, j, axis=1)))
        assert abs(removal - (w @ chain.h @ w + chain.delta[j])) < 1e-8
        path = chain.rho - n + np.outer(nodes, n)
        curvature = (n @ chain.kernel @ n
                     - 4 / 9 * C_XC * (np.cbrt(path) ** -2) @ n ** 2)
        error = abs(chain.delta[j] + weights @ (nodes * curvature))
        assert error < 1e-7, error
        removals.append(removal)
        left_over.append(np.min((chain.rho - n)[2 * j:2 * j + 2]))
    return removals, min(left_over)


same = Chain([POLAR, -POLAR, -POLAR, POLAR], CELLS)
mixed = Chain([0.0, 0.0, POLAR, -POLAR], CELLS)
results = {}
for name, chain in (("equivalent", same), ("inequivalent", mixed)):
    gap = chain.levels[chain.filled] - chain.levels[chain.filled - 1]
    assert gap > 0.1
    error = check_projector_form(chain)
    removals, left = check_meaning_of_shift(chain)
    # Wannier functions of one type must have the same shift in every cell
    assert np.ptp(chain.lam[0::2]) < 1e-8 and np.ptp(chain.lam[1::2]) < 1e-8
    blocks = chain.bloch_blocks()
    bands = np.linalg.eigvalsh(blocks)
    ki_bands = np.linalg.eigvalsh(blocks + np.diag(chain.lam[:2]))
    # Bloch blocks against diagonalization in the site basis
    assert np.allclose(np.sort(bands.ravel()),
                       chain.levels[:chain.filled], atol=1e-8)
    assert np.allclose(np.sort(ki_bands.ravel()), chain.ki_levels(), atol=1e-8)
    results[name] = (gap, error, removals, left, blocks, bands, ki_bands)

# Equivalent bonds: one rigid shift of the site-basis spectrum
rigid = same.ki_levels() - same.levels[:same.filled]
assert abs(same.lam[0] - same.lam[1]) < 1e-8
assert np.max(np.abs(rigid - same.lam[0])) < 1e-8

# Inequivalent bonds: bounds, widths, first-order weights, second moment
gap, error, removals, left, blocks, bands, ki_bands = results["inequivalent"]
lam = mixed.lam[:2]
base, full = mixed.levels[:mixed.filled], mixed.ki_levels()
assert abs(lam[0] - lam[1]) > 0.01
assert np.all(full - base > lam.min() - 1e-8)
assert np.all(full - base < lam.max() + 1e-8)
assert abs(np.ptp(full) - np.ptp(base)) <= np.ptp(lam) + 1e-8
width_change = np.ptp(ki_bands, axis=0) - np.ptp(bands, axis=0)
assert np.max(np.abs(width_change)) > 1e-3
eigenvalues, vectors = np.linalg.eigh(blocks)
first_order = np.einsum("m,kmn->kn", lam, np.abs(vectors) ** 2)
order = np.argsort(eigenvalues.ravel())
slopes = (mixed.ki_levels(1e-4) - mixed.ki_levels(-1e-4)) / 2e-4
assert np.allclose(slopes, first_order.ravel()[order], atol=1e-6)
diagonal = np.diag(mixed.wannier.T @ mixed.h @ mixed.wannier)
moment = 2 * diagonal @ mixed.lam + mixed.lam @ mixed.lam
assert abs(np.sum(full ** 2) - np.sum(base ** 2) - moment) < 1e-7

# Two-band formula against the site-basis spectrum
D = (blocks[:, 0, 0] - blocks[:, 1, 1]).real
g = np.abs(blocks[:, 0, 1])
mean = (blocks[:, 0, 0] + blocks[:, 1, 1]).real / 2 + lam.mean()
root = np.sqrt(((D + lam[0] - lam[1]) / 2) ** 2 + g ** 2)
assert np.allclose(np.sort(np.r_[mean - root, mean + root]), full, atol=1e-8)

# Extended orbitals in the same filled space: shift falls as 1/cells
extended = []
for chain in (mixed, Chain([0.0, 0.0, POLAR, -POLAR], 2 * CELLS)):
    phi = chain.wannier[:, 0::2].sum(axis=1) / np.sqrt(chain.cells)
    extended.append(chain.shift(phi ** 2))
assert abs(extended[0] / extended[1] - 2) < 0.1

print(f"Hartree on-site, neighbour: {U_SITE:.1f}, {V_NEXT:.1f} eV")
print(f"local xc coefficient C: {C_XC:.1f} eV")
print(f"hopping in bond, between bonds: {T_BOND:.1f}, {T_LINK:.1f} eV")
print(f"polar site energies: +/-{POLAR:.1f} eV; alpha: {ALPHA:.1f}")
print(f"cells in ring: {CELLS}; filled orbitals: {mixed.filled}")
for name, chain in (("equivalent", same), ("inequivalent", mixed)):
    gap, error, removals, left, blocks, bands, ki_bands = results[name]
    print(f"--- {name} bonds (bond 1, bond 2) ---")
    print("site densities in cell:", np.round(chain.rho[:4], 4))
    print(f"smallest density left on a bond after removal: {left:.1e}")
    print(f"base gap: {gap:.4f} eV")
    print("Delta:", np.round(chain.delta[:2], 4), "eV")
    print("lambda:", np.round(chain.lam[:2], 4), "eV")
    print("frozen removal energies:", np.round(removals, 4), "eV")
    print(f"largest error of projector form: {error:.1e} eV")
    for label, b in (("base", bands), ("KI", ki_bands)):
        print(f"{label} lower, upper band at k=0:", np.round(b[0], 4), "eV")
        print(f"{label} lower, upper band at k=pi:",
              np.round(b[CELLS // 2], 4), "eV")
        print(f"{label} band widths:", np.round(np.ptp(b, axis=0), 4), "eV")
        print(f"{label} total filled width: {np.ptp(b):.4f} eV")
print("--- details ---")
print(f"spread of rigid shift, equivalent: {np.ptp(rigid):.1e} eV")
print("width changes, inequivalent:", np.round(width_change, 4), "eV")
for label, k in (("0", 0), ("pi", CELLS // 2)):
    print(f"k={label}: base D {D[k]:.4f}, KI D {D[k] + lam[0] - lam[1]:.4f},"
          f" |g| {g[k]:.4f} eV")
    print(f"k={label}: bond-1 weight in lower, upper band:",
          np.round(np.abs(vectors[k, 0]) ** 2, 4))
    print(f"k={label}: first-order shifts:", np.round(first_order[k], 4), "eV")
print(f"Delta of extended orbital, {CELLS} cells: {extended[0]:.4f} eV")
print(f"Delta of extended orbital, {2 * CELLS} cells: {extended[1]:.4f} eV")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Hartree on-site, neighbour: 6.0, 1.0 eV
local xc coefficient C: 2.0 eV
hopping in bond, between bonds: 1.5, 0.6 eV
polar site energies: +/-4.0 eV; alpha: 0.6
cells in ring: 12; filled orbitals: 24
--- equivalent bonds (bond 1, bond 2) ---
site densities in cell: [0.0899 0.9101 0.9101 0.0899]
smallest density left on a bond after removal: 2.1e-04
base gap: 4.1822 eV
Delta: [-1.9746 -1.9746] eV
lambda: [-1.1847 -1.1847] eV
frozen removal energies: [-2.5659 -2.5659] eV
largest error of projector form: 1.9e-08 eV
base lower, upper band at k=0: [-1.1806  0.0194] eV
base lower, upper band at k=pi: [-1.0962 -0.1078] eV
base band widths: [0.0844 0.1272] eV
base total filled width: 1.2000 eV
KI lower, upper band at k=0: [-2.3653 -1.1653] eV
KI lower, upper band at k=pi: [-2.281  -1.2925] eV
KI band widths: [0.0844 0.1272] eV
KI total filled width: 1.2000 eV
--- inequivalent bonds (bond 1, bond 2) ---
site densities in cell: [0.4266 0.5754 0.0708 0.9272]
smallest density left on a bond after removal: 2.5e-03
base gap: 2.7766 eV
Delta: [-1.2351 -2.0296] eV
lambda: [-0.741  -1.2177] eV
frozen removal energies: [-0.8938 -3.0048] eV
largest error of projector form: 1.9e-08 eV
base lower, upper band at k=0: [-1.1221  0.5257] eV
base lower, upper band at k=pi: [-1.0483  0.3776] eV
base band widths: [0.0738 0.1481] eV
base total filled width: 1.6478 eV
KI lower, upper band at k=0: [-2.306  -0.2491] eV
KI lower, upper band at k=pi: [-2.248  -0.3815] eV
KI band widths: [0.0581 0.1324] eV
KI total filled width: 2.0569 eV
--- details ---
spread of rigid shift, equivalent: 8.7e-15 eV
width changes, inequivalent: [-0.0157 -0.0157] eV
k=0: base D 1.3514, KI D 1.8281, |g| 0.4714 eV
k=0: bond-1 weight in lower, upper band: [0.0899 0.9101]
k=0: first-order shifts: [-1.1749 -0.7839] eV
k=pi: base D 1.2831, KI D 1.7598, |g| 0.3111 eV
k=pi: bond-1 weight in lower, upper band: [0.0501 0.9499]
k=pi: first-order shifts: [-1.1939 -0.7649] eV
Delta of extended orbital, 12 cells: -0.1173 eV
Delta of extended orbital, 24 cells: -0.0588 eV
ALL CHECKS PASSED
```
